# Does steam corrode alloys through a higher oxygen pressure than air?

**Question.** I look after superheater tubes that carry steam at about 250 bar and 873 K. I was told that steam attacks alloys harder than air does because it imposes a higher oxygen pressure on the metal. It sounds reasonable: every water molecule carries an oxygen atom, and 250 bar is a lot of water. But how much free oxygen does pure steam contain at equilibrium, and is it more than the 0.21 bar in ordinary air? If it is less, how can steam oxidize a metal at all?

**Answer.** The explanation confuses the pressure of molecules that contain oxygen with the pressure of O₂. The latter follows from the dissociation equilibrium

\[
\mathrm{H_2O \rightleftharpoons H_2+\tfrac12 O_2}.
\]

I first take steam with no added hydrogen or oxygen, treat all gases as ideal, and keep these three species alone. Impurities, OH and non-ideality come afterwards.

**The equilibrium condition**

At fixed temperature and pressure, equilibrium minimizes the Gibbs energy. If a small amount \(d\xi\) of water dissociates, the Gibbs energy changes by

\[
dG=\left[\mu_{\mathrm{H_2}}+\tfrac12\mu_{\mathrm{O_2}}-\mu_{\mathrm{H_2O}}\right]d\xi ,
\]

so the bracket must vanish. For an ideal gas \(\mu_i=\mu_i^0(T)+kT\ln p_i\), where \(p_i\) means the partial pressure divided by 1 bar. Inserting this and collecting the logarithms gives

\[
K\equiv\frac{p_{\mathrm{H_2}}\,p_{\mathrm{O_2}}^{1/2}}{p_{\mathrm{H_2O}}}
=e^{-\Delta G^0/kT},\qquad
\Delta G^0=\mu^0_{\mathrm{H_2}}+\tfrac12\mu^0_{\mathrm{O_2}}-\mu^0_{\mathrm{H_2O}} .
\]

Now start with one unit of H₂O and let a fraction \(\alpha\) dissociate. The amounts become \(1-\alpha\) of H₂O, \(\alpha\) of H₂ and \(\alpha/2\) of O₂, in total \(1+\alpha/2\). Each partial pressure is the total pressure \(P\) times the mole fraction:

\[
p_{\mathrm{H_2O}}=\frac{P(1-\alpha)}{1+\alpha/2},\quad
p_{\mathrm{H_2}}=\frac{P\alpha}{1+\alpha/2},\quad
p_{\mathrm{O_2}}=\frac{P\alpha}{2+\alpha}.
\]

In \(K\), the ratio \(p_{\mathrm{H_2}}/p_{\mathrm{H_2O}}\) is \(\alpha/(1-\alpha)\). Multiplying by the square root of \(p_{\mathrm{O_2}}\) yields

\[
K=\frac{\alpha^{3/2}P^{1/2}}{(1-\alpha)(2+\alpha)^{1/2}} .
\]

When \(\alpha\ll1\), the denominator tends to \(\sqrt2\). Squaring gives \(K^2=\alpha^3P/2\), hence \(\alpha=(2K^2/P)^{1/3}\). With \(p_{\mathrm{O_2}}\approx P\alpha/2\),

\[
p_{\mathrm{O_2}}=\frac P2\left(\frac{2K^2}{P}\right)^{1/3}
=\left(\frac{P^3}{8}\,\frac{2K^2}{P}\right)^{1/3}
=\left(\frac{KP}{2}\right)^{2/3}.
\]

Compressing steam does raise its oxygen pressure, but less than proportionally. The dissociated fraction itself falls as \(P^{-1/3}\), because dissociation increases the number of molecules.

**Finding K from the molecules**

In atomic units (\(\hbar=1\)), a molecule in a volume \(V\) has the partition function

\[
q=V\left(\frac{mkT}{2\pi}\right)^{3/2}q_{\rm rot}\,q_{\rm vib}\,g\,e^{-(E+Z)/kT}.
\]

Here \(m\) is its mass, \(E\) its electronic energy at the equilibrium structure, \(Z\) its zero-point energy and \(g\) its electronic degeneracy. For \(N\) identical molecules the Helmholtz energy is \(F=-kT\ln(q^N/N!)\). Stirling's formula and differentiation with respect to \(N\) give \(\mu=-kT\ln(q/N)\). Since \(V/N=kT/p\), setting \(p=p_0=1\) bar leaves

\[
\mu^0=E+Z-kT\ln\left[\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{kT}{p_0}\,q_{\rm rot}q_{\rm vib}g\right].
\]

For harmonic vibrations of angular frequency \(\omega_j\), the zero-point energy is \(Z=\sum_j\omega_j/2\), and summing the geometric series of levels gives \(q_{\rm vib}=\prod_j(1-e^{-\omega_j/kT})^{-1}\). For classical rigid rotors,

\[
q_{\rm rot}=\frac{kT}{\sigma B}\ \text{(linear)},\qquad
q_{\rm rot}=\frac1\sigma\sqrt{\frac{\pi(kT)^3}{ABC}}\ \text{(nonlinear)},
\]

where each rotational constant is \(1/(2I)\) for the corresponding moment of inertia \(I\). The symmetry number \(\sigma\) is 2 for all three molecules. The degeneracy \(g\) is 3 for O₂, whose ground state is a spin triplet, and 1 for the other two.

The energies were computed with Hartree–Fock theory in the cc-pVTZ basis, plus MP2 correlation extrapolated from cc-pVDZ and cc-pVTZ, plus the difference between CCSD(T) and MP2 in cc-pVDZ. Structures and vibrations are from MP2/cc-pVDZ. This leaves out core correlation, relativity, anharmonicity and higher excitations, and the basis-set limit is only estimated.

The electronic reaction energy is 2.756 eV per H₂O. The third decimal is kept only for the arithmetic: measured thermochemical data imply about 2.73 eV, and the measured O₂ vibrational quantum is 0.196 eV rather than the MP2 value below. The vibrational quanta are 0.558 eV for H₂, 0.176 eV for O₂, and 0.207, 0.478 and 0.493 eV for H₂O. The zero-point change is therefore

\[
\Delta Z=\tfrac12\left[0.558+\tfrac12(0.176)-(0.207+0.478+0.493)\right]=-0.266\ \text{eV}.
\]

Dissociation thus costs \(2.756-0.266=2.490\) eV at absolute zero. At 873 K the thermal partition functions at 1 bar lower the free-energy cost to \(\Delta G^0=2.083\) eV. They do not remove it: \(kT\) is only 0.07523 eV, so

\[
\ln K=-\frac{2.083}{0.07523}=-27.69,\qquad K=9.45\times10^{-13}.
\]

**Steam at 250 bar against air at 1 bar**

With both gases at 873 K,

\[
p_{\mathrm{O_2}}=\left(\frac{9.45\times10^{-13}\times250}{2}\right)^{2/3}
=2.4\times10^{-7}\ \text{bar}.
\]

The full equation gives the same value, as it should with \(\alpha=1.9\times10^{-9}\). Air at 1 bar has 0.21 bar of O₂, about \(9\times10^5\) times as much. The claim you were told has the wrong sign, even though the comparison gives steam 250 times the total pressure.

At 1 bar of steam the value drops to \(6.1\times10^{-9}\) bar. The ratio of the two steam results is 40, which is \(250^{2/3}\), not 250.

An error in the reaction energy cannot easily overturn this. Removing the basis extrapolation changes that energy by 0.11 eV. Lowering it by a deliberately larger 0.2 eV multiplies \(K\) by \(e^{0.2/kT}\), and \(p_{\mathrm{O_2}}\) by the two-thirds power of that factor. The result is \(1.4\times10^{-6}\) bar, still far below air. As an external comparison, the computed reaction enthalpy at 298.15 K is 2.52 eV, and the measured one is 2.51 eV. Tabulated thermochemical data give \(\Delta G^0\approx2.07\) eV and \(K\approx1.15\times10^{-12}\) at 873 K, hence about \(2.7\times10^{-7}\) bar at 250 bar. The computed oxygen pressures between 773 and 1473 K are low by roughly 5 to 15%, so their second digit is not reliable.

**What if the steam is hotter?**

The temperature dependence follows from \(\partial\mu/\partial T=-s\) and \(h=\mu+Ts\), where \(s\) and \(h\) are the entropy and enthalpy per molecule:

\[
\frac{d}{dT}\left(\frac{\mu^0}{T}\right)
=-\frac{s^0}{T}-\frac{\mu^0}{T^2}=-\frac{h^0}{T^2}.
\]

Since \(\ln K=-\Delta G^0/kT\), this means \(d\ln K/dT=\Delta H^0/(kT^2)\). At fixed \(P\), the power law then gives

\[
\frac{d\ln p_{\mathrm{O_2}}}{dT}=\frac{2\,\Delta H^0}{3kT^2}.
\]

At 873 K, \(\Delta H^0=2.58\) eV, so the oxygen pressure rises with an apparent activation enthalpy of 1.72 eV. For pure steam at 1 bar:

| Temperature (K) | O₂ pressure (bar) |
|---:|---:|
| 773 | \(3.2\times10^{-10}\) |
| 873 | \(6.1\times10^{-9}\) |
| 1073 | \(4.3\times10^{-7}\) |
| 1273 | \(8.2\times10^{-6}\) |
| 1473 | \(7.1\times10^{-5}\) |

The increase is steep, yet at 1473 K air still has about 3000 times more O₂.

This is a result for a range of temperatures, not a universal inequality. In the three-species model, complete dissociation (\(\alpha=1\)) gives \(p_{\mathrm{O_2}}=P/3\), which at 1 bar exceeds the value for air. Equality needs \(\alpha/(2+\alpha)=0.21\), or \(\alpha=0.53\). Even at 3500 K the model gives only \(\alpha=0.34\), and there its neglect of OH and free atoms makes it unreliable. With OH, H and O included from tabulated data, steam at 1 bar peaks at about 0.06 bar of O₂ near 3400 K and never reaches the value for air. The inequality does fail at high pressure: ideal steam at 250 bar reaches 0.21 bar of O₂ near 2200 K.

The OH radical can be included through \(\mathrm{H_2O\rightleftharpoons OH+\tfrac12H_2}\). The hydrogen released pushes the main equilibrium back towards water, so \(p_{\mathrm{O_2}}\) falls slightly: the same computational recipe, with \(g=4\) for OH, gives 1.5% at 873 K and 250 bar and 9% at 1473 K and 1 bar. These figures are somewhat too large; tabulated data for OH give just under 1% and 6 to 7%.

**How steam oxidizes a metal with so little O₂**

An oxide needs enough oxygen pressure to be stable, not as much as air supplies. Take a model metal M for which \(\mathrm{M+O_2\to MO_2}\) releases a free energy \(g_0=5.0\) eV per O₂ at 873 K and 1 bar of O₂. This is a round number, not data for a particular alloy. At another oxygen pressure, the chemical potential of O₂ shifts by \(kT\ln p_{\mathrm{O_2}}\), so the driving force is

\[
D=g_0+kT\ln p_{\mathrm{O_2}} .
\]

It vanishes at the dissociation pressure of the oxide, \(p_{\rm diss}=e^{-g_0/kT}=1.4\times10^{-29}\) bar. Pure steam lies far above that threshold and far below air:

\[
D_{\rm steam}=5.0+0.07523\ln(2.41\times10^{-7})=3.85\ \text{eV},
\]
\[
D_{\rm air}=5.0+0.07523\ln(0.21)=4.88\ \text{eV}.
\]

Both drive oxidation, and steam at gas equilibrium does so with about 1.03 eV less per O₂.

You might object that the metal can react with H₂O directly, without waiting for free O₂. It can, but at gas equilibrium the driving force is the same. The reaction \(\mathrm{M+2H_2O\to MO_2+2H_2}\) is the oxidation by O₂ plus two water dissociations, so

\[
D=g_0-2\Delta G^0+2kT\ln\frac{p_{\mathrm{H_2O}}}{p_{\mathrm{H_2}}}.
\]

The definition of \(K\) gives \(2\ln(p_{\mathrm{H_2O}}/p_{\mathrm{H_2}})=\ln p_{\mathrm{O_2}}-2\ln K\), and \(-2\Delta G^0=2kT\ln K\). The terms in \(K\) cancel, leaving \(g_0+kT\ln p_{\mathrm{O_2}}\) again. Direct attack by water may change the rate, but it provides no extra equilibrium driving force.

The water does act as a large reservoir. As oxygen enters the scale, more H₂O can react and hydrogen is left behind. Solving the definition of \(K\) for oxygen gives

\[
p_{\mathrm{O_2}}=\left(K\frac{p_{\mathrm{H_2O}}}{p_{\mathrm{H_2}}}\right)^2 .
\]

Oxidation of the model metal stops when this reaches \(p_{\rm diss}\), that is, when

\[
\frac{p_{\mathrm{H_2}}}{p_{\mathrm{H_2O}}}
=\frac{K}{\sqrt{p_{\rm diss}}}
=\frac{9.45\times10^{-13}}{\sqrt{1.365\times10^{-29}}}\approx 260 .
\]

So this metal would still oxidize in a gas containing much more hydrogen than steam. A less stable oxide has a larger \(p_{\rm diss}\) and a lower limiting ratio. The value 260 belongs to the model only. From tabulated oxide data at 873 K, the limit is of order \(10^6\) for chromium, about 3 for iron and about 0.005 for nickel.

**What changes in a real tube**

Your 250 bar and 873 K are roughly the conditions of a high-pressure superheater. The assumption most exposed there is purity. Let \(h\) and \(o\) be the pressures of H₂ and O₂ added to the steam before it reacts. If dissociation then adds a pressure \(x\) of H₂ and \(x/2\) of O₂,

\[
p_{\mathrm{H_2}}-2p_{\mathrm{O_2}}=(h+x)-2(o+x/2)=h-2o .
\]

Provided the gas reaches equilibrium, this balance, together with \(K\), fixes the oxygen pressure:

- Suppose the feedwater carries 100 parts per billion of dissolved O₂ by mass, a rough figure for deliberately oxygenated water. That adds \(1.41\times10^{-5}\) bar, and the final oxygen pressure is essentially the same, about 59 times the pure-steam value. Air still has about 15,000 times more.
- Suppose instead that the steam contains one part per million of H₂ by mole, or \(2.5\times10^{-4}\) bar. Then \(p_{\mathrm{O_2}}=(9.45\times10^{-13}\times250/2.5\times10^{-4})^2=8.9\times10^{-13}\) bar. Hydrogen released by corrosion acts in this direction.

To match air at 1 bar, the 250 bar steam would need an O₂ mole fraction of about \(0.21/250=8.4\times10^{-4}\). Steam mixed with that much oxygen, or more, is outside the conclusion for pure steam.

Non-ideality matters much less. The van der Waals equation gives the second virial coefficient \(b-a/kT\), and to first order in pressure \(\ln\phi=(b-a/kT)P/kT\), where \(\phi\) is the fugacity coefficient of steam. With \(b=kT_c/8P_c\) and \(a=27(kT_c)^2/64P_c\),

\[
\ln\phi=\frac P{P_c}\left[\frac{T_c}{8T}-\frac{27}{64}\left(\frac{T_c}{T}\right)^2\right].
\]

The rough critical values \(T_c\approx650\) K and \(P_c\approx220\) bar give \(\phi=0.85\). Replacing \(P\) by \(\phi P\) lowers \(p_{\mathrm{O_2}}\) by 10%. The van der Waals form overstates the effect somewhat: the measured second virial coefficient of steam gives \(\phi\approx0.89\) and a drop of about 8%. This estimate still treats the traces of H₂ and O₂ as ideal. Their fugacity coefficients in steam at these conditions are roughly 1.2 to 1.25, from cross virial coefficients. Including them, the partial pressure of O₂ falls by about 25%, while its fugacity, which sets the driving force, falls by about 7%.

Finally, the gas may not have had time to equilibrate. Within the single dissociation reaction treated here, steam that starts without free O₂ or H₂ approaches the calculated oxygen pressure from below, so incomplete dissociation does not supply the high O₂ pressure that the original explanation needs. It does leave less H₂ than at equilibrium. By the formula for \(D\) with \(p_{\mathrm{H_2O}}/p_{\mathrm{H_2}}\), direct attack by H₂O then has a larger driving force than the equilibrium value, until enough hydrogen has accumulated from dissociation or from corrosion itself. It even exceeds the value for air as long as \(p_{\mathrm{H_2}}/p_{\mathrm{H_2O}}<K/\sqrt{0.21}\approx2\times10^{-12}\), about \(5\times10^{-10}\) bar of H₂ at 250 bar. That comes from the missing hydrogen, not from a higher pressure of free O₂.

If a particular alloy does corrode faster in pure steam than in air at the same temperature, a higher oxygen pressure is therefore not the reason. The cause could lie in reactions of H₂O or H₂ with the scale, or in the scale's response to a lower oxygen pressure. Equilibrium in the gas cannot choose between these; that requires rate measurements in which oxygen pressure and water content are varied separately. The numerical output below gives the calculated values in more detail.

## Calculated quantities

```
H2 bond length: 0.754 angstrom
O2 bond length: 1.232 angstrom
H2O bond length: 0.965 angstrom
H2O angle: 101.9 degrees
H2 vibrational quantum: 0.558 eV
O2 vibrational quantum: 0.176 eV
H2O vibrational quanta: [0.207 0.478 0.493] eV
Electronic reaction energy per H2O: 2.756 eV
Same without basis extrapolation: 2.643 eV
Zero-point change per H2O: -0.266 eV
CCSD(T) additivity error, H2O: -0.025 eV
Reaction enthalpy at 298.15 K: 2.523 eV
Example temperature: 873 K; kT: 0.07523 eV
Example steam pressure: 250 bar
Reaction enthalpy at 873 K: 2.578 eV
Standard reaction free energy, 873 K: 2.083 eV
ln K at 873 K: -27.687; K: 9.453e-13
Dissociated fraction: 1.926e-09
O2 pressure in pure steam: 2.408e-07 bar
H2 pressure in pure steam: 4.816e-07 bar
Weak-dissociation O2 pressure: 2.408e-07 bar
O2 pressure in air at 1 bar: 0.21 bar
Air/steam O2 pressure ratio: 8.721e+05
Pressure exponent from full solution: 0.666667
Pure steam at 1 bar: T (K), fraction, O2 pressure (bar)
  773  6.345e-10  3.172e-10
  873  1.214e-08  6.068e-09
  1073  8.684e-07  4.342e-07
  1273  1.648e-05  8.242e-06
  1473  1.419e-04  7.093e-05
Dissociated fraction, 3500 K test, 1 bar: 0.335
O2 pressure if reaction energy 0.2 eV lower: 1.417e-06 bar
O2 added by 100 ppb mass in feed: 1.408e-05 bar
O2 pressure with that impurity: 1.411e-05 bar
O2 pressure with 1 ppm mole H2: 8.937e-13 bar
Relative O2 change from OH, 873 K, 250 bar: -1.512e-02
Relative O2 change from OH, 1473 K, 1 bar: -8.843e-02
Rough critical point: 647 K, 221 bar
Steam fugacity coefficient estimate: 0.854
O2 pressure factor from steam fugacity: 0.900
Quantum rotation correction, H2: 3.29 %
Quantum rotation correction, H2O: 0.52 %
Model oxide free-energy gain per O2: 5.0 eV
Model oxide dissociation pressure: 1.365e-29 bar
Driving force in steam, O2 route: 3.854 eV per O2
Driving force in steam, H2O route: 3.854 eV per O2
Driving force in air: 4.883 eV per O2
```
